# Why a small periodic box pins the simulated island density

**Q.** I simulate submonolayer growth on a square lattice with periodic boundaries. My box has 8 × 8 sites, 2.4 nm on an edge. Between 210 K and 240 K, at fixed flux and coverage, adatom mobility rises by a factor of 16, yet the island density stays near 0.174 per nm². I expected fewer islands at the higher temperature. Is the diffusion part of my code broken?

**A.** Not necessarily. First compare your density with the inverse area of the box:

$$\frac{1}{(2.4\ \mathrm{nm})^2}=0.1736\ \mathrm{nm^{-2}} .$$

You are measuring one island per box. To see why the number stays at one, we need a definite model.

Atoms land at random at rate $F$ per site. Each adatom hops to one of its four neighbours at total rate $h$, so that $D=h/4$ in units of the site spacing squared, and $h/F=4D/F$. Two adatoms that reach the same site form an island, which never moves or dissolves. An adatom that reaches an island, or lands on it, is captured. An island occupies one site however many atoms it holds, and nothing desorbs. Lengths are counted in site spacings and densities per site, until we convert to nanometres.

The box has $L^2$ sites and receives a fixed number $M=\theta L^2$ of atoms, where $\theta$ is the coverage. We count islands when atom $M+1$ is due, so the last atom also has time to react.

**Q.** Why is there an island at all? With fast diffusion and slow deposition, two adatoms should rarely be present together.

**A.** That is true only once something can remove the first adatom. In an empty periodic box it cannot leave, desorb or be captured. It waits for the second atom, however long that takes. The separation of the two then performs a random walk on a finite lattice, on which every site can be reached, so they meet with probability one if left long enough.

The meeting is also fast. For $M\ge3$, finding no island at the count requires two successive arrival intervals to pass without a meeting, which has a probability of second order in $F/h$. To first order in $F/h$ the first island is therefore certain to form.

**Q.** And after that, why does a third or fourth atom not start another island?

**A.** A new island needs two free adatoms at once, and now the first island removes them. Two times compete: the time to capture an adatom, and the interval $1/(FL^2)$ between arrivals.

Let $T(\mathbf x)$ be the mean number of hops from site $\mathbf x$ to the island at the origin. Every hop costs one unit, so for $\mathbf x\neq0$

$$T(\mathbf x)-\tfrac14\sum_{\boldsymbol\delta}T(\mathbf x+\boldsymbol\delta)=1,\qquad T(0)=0,$$

with $\boldsymbol\delta$ running over the four neighbours. To include the origin, write the right side as $1-c\,\delta_{\mathbf x,0}$. Summed over all sites the left side vanishes, because each $T$ is added once and subtracted four times with weight $\tfrac14$. Hence $L^2-c=0$, or $c=L^2$.

Now expand $T(\mathbf x)=\sum_{\mathbf k}t_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$ in the wave vectors of the box. Averaging over neighbours multiplies a wave by $\lambda_{\mathbf k}=\tfrac12(\cos k_x+\cos k_y)$, and $L^2\delta_{\mathbf x,0}=\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$. For $\mathbf k\ne0$ this gives

$$(1-\lambda_{\mathbf k})\,t_{\mathbf k}=-1 .$$

The condition $T(0)=0$ says that all $t_{\mathbf k}$ add to zero, which fixes $t_0$. But $t_0$ is the average of $T$ over all sites, which is what we want for an atom landing at random:

$$K_L=t_0=\sum_{\mathbf k\neq0}\frac{1}{1-\lambda_{\mathbf k}} .$$

At small $k$, $1-\lambda_{\mathbf k}\approx k^2/4$. Replacing the sum by an integral between $k\sim1/L$ and $k\sim1$,

$$K_L\approx L^2\int\frac{d^2k}{(2\pi)^2}\frac{4}{k^2}
=\frac{2L^2}{\pi}\int_{\sim1/L}^{\sim1}\frac{dk}{k}.$$

The last integral is $\ln L$ plus a constant. Therefore

$$K_L=\kappa L^2,\qquad \kappa\approx\frac{\ln L^2}{\pi}+0.195,$$

where the constant comes from evaluating the full sum numerically. For $L=8$ the sum gives $K_8=97.1$ hops.

**Q.** What does that mean in seconds for my growth conditions?

**A.** Take a hop barrier $E=0.40$ eV, an attempt rate $\nu=10^{13}$ s⁻¹ per direction, a site spacing of 0.30 nm, a flux of 0.01 monolayer/s and $\theta=0.125$. At 210 K, $k_BT=0.0181$ eV and

$$h=4\nu e^{-E/k_BT}=1.006\times10^{4}\ \mathrm{s^{-1}},\qquad \frac hF=1.006\times10^{6}.$$

The mean capture time is $97.1/h=9.7$ ms. The mean arrival interval is $1/(0.01\times64)=1.56$ s. The island has usually cleared the box long before the next atom arrives.

More precisely, if $S(t)$ is the probability that an adatom is still free after time $t$, the chance that the next atom finds it free is

$$\int_0^\infty FL^2e^{-FL^2t}S(t)\,dt\approx FL^2\int_0^\infty S(t)\,dt=\frac{FL^2K_L}{h}.$$

The exponential may be replaced by one to leading order in $F/h$, and the integral of $S$ is the mean lifetime. At 210 K the result is $9.7\ \mathrm{ms}/1.56\ \mathrm{s}=0.0062$.

**Q.** Does every such overlap produce a new island?

**A.** About half do. The two adatoms may meet, or either may first be captured. Both adatoms move, so their separation changes at rate $2h$. The separation of each from the fixed island changes at rate $h$. If the three possible encounters are treated as independent processes without memory, their rates stand as $2:1:1$ and

$$p\approx\frac{2}{2+1+1}=\frac12 .$$

That treatment is rough in a box this small, so it should be replaced by the full two-adatom problem. Let $q(\mathbf x,\mathbf y)$ be the probability that adatoms at $\mathbf x$ and $\mathbf y$ meet before either is captured. It is one when they coincide away from the island and zero when either is on the island. Otherwise the next hop is equally likely to be any of eight:

$$q(\mathbf x,\mathbf y)=\tfrac18\sum_{\boldsymbol\delta}\left[q(\mathbf x+\boldsymbol\delta,\mathbf y)+q(\mathbf x,\mathbf y+\boldsymbol\delta)\right].$$

Let $g(\mathbf x)/h$ be the mean time the first adatom spends at $\mathbf x$ before capture. It obeys $g(\mathbf x)=L^{-2}+\tfrac14\sum_{\boldsymbol\delta}g(\mathbf x+\boldsymbol\delta)$ away from the island and $g=0$ on it: the first term is the random landing, the second counts arrivals by hopping. Its sum over sites is $K_L$. During that time the second atom lands on each site at rate $F$, so the expected number of new islands per consecutive pair is

$$\varepsilon=\frac Fh\sum_{\mathbf x,\mathbf y}g(\mathbf x)q(\mathbf x,\mathbf y)
\equiv\frac Fh L^2K_Lp_L .$$

Solving these linear equations gives $p_L=0.495$ for $L=8$ and $L=12$, and 0.496 for $L=16$. The simple estimate was good.

**Q.** How many chances are there in a complete run?

**A.** Atoms 1 and 2 make the first island. After that the pairs (3,4), (4,5), and so on to $(M-1,M)$ can each overlap, which is $M-3$ pairs. If atom 3 lands before atoms 1 and 2 have met, three adatoms still make only one island unless a further overlap follows, and that is second order. Thus, for $M\geq3$,

$$\langle n\rangle=1+(M-3)\varepsilon+O\!\left((F/h)^2\right),\qquad
\varepsilon\approx\frac{F}{2h}\,\kappa L^4 .$$

Your box receives $M=0.125\times64=8$ atoms. At 210 K,

$$(M-3)\varepsilon=5\times\frac{64\times97.1\times0.495}{1.006\times10^6}=0.0153 .$$

A kinetic Monte Carlo simulation of the model gives 1.0137 islands. A sharper test uses slower diffusion, $h/F=3.0\times10^5$, where second islands are more frequent. The simulated excess over one is $0.0544\pm0.0046$ (standard error), against a predicted 0.0513.

This answers your first question. $D/F$ has not vanished from the physics; it sits in a correction of about 1.5% at 210 K, and less at higher temperature, while the leading term is set by the box:

$$N_{\rm box}=\frac{1+(M-3)\varepsilon}{L^2}.$$

**Q.** What density should a large surface have?

**A.** There, many islands compete for adatoms, and a mean-field estimate follows from the same capture time. If the island density is $N$, each island serves an area $1/N$. Replacing $L^2$ by $1/N$ in $K_L=\kappa L^2$ gives a capture rate $hN/\kappa$ per adatom, with $\kappa=\ln(1/N)/\pi+0.195$. Let $n_1$ be the adatom density. When landing balances capture,

$$F=\frac{hN}{\kappa}n_1\quad\Longrightarrow\quad n_1=\frac{F\kappa}{hN}.$$

An area $A$ contains about $(n_1A)^2/2$ pairs of adatoms. Each pair meets at rate $2h/(\kappa A)$, the factor 2 again because both move. Dividing the product by $A$,

$$\frac{dN}{dt}=\frac1A\,\frac{(n_1A)^2}{2}\,\frac{2h}{\kappa A}
=\frac{h n_1^2}{\kappa}=\frac{F^2\kappa}{hN^2}.$$

Since $d\theta=F\,dt$, this is $N^2dN=(F\kappa/h)\,d\theta$. Treating the slowly varying $\kappa$ as constant, and neglecting both the initial period before the balance is reached and the adatoms used up by nucleation itself, integration from zero gives

$$N^3=3\theta\kappa\frac Fh .$$

This is the one-third law. The logarithm modifies it slightly. With $s=d\ln N/d\ln(h/F)$ and $d\kappa=-d\ln N/\pi$, the logarithmic derivative of both sides is

$$3s=-\frac{s}{\pi\kappa}-1\quad\Longrightarrow\quad s=-\frac{1}{3+1/(\pi\kappa)} .$$

Around 225 K, $\kappa\approx1.86$ and $s\approx-0.315$. The limit $-1/3$ is approached only as $\kappa$ grows. Integrating the rate equations numerically with the neglected terms restored lowers the density by about 6% at 210 K and 2% at 240 K, so the average slope over this range becomes $-0.30$.

**Q.** Do simulations in a large box show this decrease?

**A.** Yes. Here are the densities per nm² for a box of 96 × 96 sites, averaged over two runs, beside those of your box. Flux and coverage are held fixed.

| $T$ (K) | $D/F$ | 96 × 96 | 8 × 8 |
|---|---|---|---|
| 210 | $2.5\times10^5$ | 0.094 | 0.176 |
| 225 | $1.1\times10^6$ | 0.055 | 0.174 |
| 240 | $4.0\times10^6$ | 0.043 | 0.174 |

The large-box density falls by a factor of 2.2, while yours changes by little more than one percent. Fitted slopes of $\ln N$ against $\ln(h/F)$ are $-0.282$ and $-0.005$.

The large-box slope is shallower than the $-0.315$ of the simple mean-field formula; the full rate equations, with $-0.30$, lie between the two. The simulated density lies 8% below the simple formula at 225 K and 9% above it at 240 K. At 240 K a large box holds only about $0.00391\times96^2=36$ islands, and these deviations are the scatter of two runs. Averages over 16 to 23 runs per temperature give 0.0926, 0.0613 and 0.0405 nm⁻², within about 3% of the simple formula, and a slope of $-0.30\pm0.01$, as the full rate equations predict.

**Q.** My box is not tiny compared with the natural spacing. At 210 K the ratio is about three quarters. Why is the pinning already so strong?

**A.** Because the excess depends on a high power of that ratio. Define the natural spacing by $\ell=N^{-1/2}$. When $M\gg3$, replace $M-3$ by $M=\theta L^2$ and use $p\approx\frac12$:

$$M\varepsilon\approx\theta L^2\,\frac{F}{2h}\,\kappa L^4
=\frac{L^6}{2}\,\frac{\theta\kappa F}{h}.$$

The one-third law says $\theta\kappa F/h=N^3/3$. If the slightly different logarithms of box and surface are identified,

$$M\varepsilon\approx\frac{(NL^2)^3}{6}=\frac16\left(\frac L\ell\right)^6 .$$

Three factors of $L^2$ combine: more atoms land in total, they land more often, and each takes longer to be captured. Halving $L$ at fixed coverage and $D/F$ reduces $M\varepsilon$ 64-fold through the powers alone. From $L=16$ to $L=8$ the logarithm raises this to about 83-fold, and keeping $M-3$ in place of $M$ raises it to about 120-fold.

At 210 K the rate-equation density is 0.0086 per site, so $NL^2=0.55$ and the estimate is $0.55^3/6=0.028$. The direct value of $M\varepsilon$ is 0.0245. At 240 K the two are 0.0020 and 0.0015, a larger relative difference because the logarithms are further apart. With only eight atoms, $M-3$ must be kept for the actual count, which multiplies these values by $5/8$.

So "much smaller than the natural spacing" is more than the effect requires. In this model a box somewhat below $\ell$ is enough, provided it has received at least a few atoms.

**Q.** What happens as I enlarge the box?

**A.** At 225 K, with the coverage held at 0.125, the simulation gives:

| Edge (nm) | Mean islands | Density (nm⁻²) |
|---|---|---|
| 2.4 | 1.01 | 0.175 |
| 3.6 | 1.06 | 0.082 |
| 4.8 | 1.40 | 0.061 |
| 7.2 | 3.17 | 0.061 |
| 9.6 | 5.43 | 0.059 |

The natural spacing at this temperature is about 4.0 nm (the two-run average gives 4.25 nm). Below it the island number barely changes and the density falls nearly as the inverse area. Above it the number grows with area and the density levels off near 0.06 nm⁻², in agreement with the longer 96 × 96 average of 0.061; the two-run value of 0.055 is low through scatter.

The formula accounts for the onset. For the 3.6 nm box, $L=12$, $M=18$ and $K_{12}=255.8$, while $h/F=4.39\times10^6$. Then

$$15\times\frac{144\times255.8\times0.495}{4.39\times10^6}=0.06,$$

as simulated. Once the excess is no longer small, newly formed islands also capture adatoms and the first-order result loses its justification.

There is a trap near the crossover. At $L=\ell$ the pinned value $1/L^2$ equals the natural density by definition, so agreement with a reference density at one temperature proves little. Double the edge instead. A converged density stays put, while one pinned well below the crossover falls, fourfold if the larger box is still pinned and by less if it is not (by a factor of 2.9 from 2.4 to 4.8 nm at 225 K). A box with $L\approx\ell$ can still seem to pass this test, because the doubled box then holds about four islands and the density falls only a little, by roughly 7% from 4.2 to 8.4 nm at 225 K. So repeat the test at the largest $D/F$ you intend to use, where the natural spacing is greatest, and require several islands per box there.

**Q.** Could I keep the small box and average over thousands of runs?

**A.** Averaging removes scatter, not this bias. Each run correctly samples a small periodic system, whose mean density really is close to $1/L^2$. The mistake is to read it as the density of an extended surface.

Some information about $D/F$ does survive. The rare second islands measure $\varepsilon$, and the capture time falls from 9.7 ms at 210 K to 0.61 ms at 240 K. But at 240 K the predicted excess is only 0.001, and the simulated sample contained no second island at all.

**Q.** I wanted to extract the diffusion barrier from the temperature dependence. How wrong would it be?

**A.** Almost completely wrong. Ignoring the logarithm, the one-third law at fixed flux and coverage gives

$$\ln N=\text{const}-\tfrac13\ln h=\text{const}'+\frac{E}{3k_BT},$$

so one would infer $E=3\,d\ln N/d(1/k_BT)$. The small box yields 0.006 eV, although 0.40 eV was put in. The large box yields 0.34 eV. Part of that shortfall is the neglected logarithm: with $s=-0.315$ the expected result is $3\times0.315\times0.40=0.38$ eV. The terms restored in the full rate equations, with slope $-0.30$, bring this to 0.36 eV, which is what the longer averages give ($0.36\pm0.01$ eV); the remainder is the scatter of two runs.

**Q.** How close is this model to a real metal surface?

**A.** The parameters are round values in the rough regime of noble-metal (100) homoepitaxy below room temperature; they do not describe a particular metal. Two assumptions are most at risk: that dimers stay put, and that an island occupies one site. Take the dimers first, and suppose that a dimer hops with a barrier of 0.50 eV. Its rate of reaching another island, divided by its rate of gaining an atom, is 0.17 at 210 K and 0.97 at 240 K. These are values at the final density; earlier in growth the ratio is smaller, since it varies as $N^2$. If every such encounter removes an island, the nucleation rate is divided by $1+r(N/N_0)^2$, where $r$ is the ratio just quoted and $N_0$ the final density without dimer motion. Integrating the rate equation with this factor, again at constant $\kappa$, gives $x^3+\tfrac35 r x^5=1$ for $x=N/N_0$ at the end of deposition. The natural density therefore drops by roughly 3% and 12%, respectively. These figures are very sensitive to the assumed barrier: rate equations with explicit mobile dimers give about 22% and 34% for 0.45 eV, and about half for a dimer barrier equal to the monomer's. The spacing grows, so a given box is pinned more firmly. A lone island that wanders is still one island.

Break-up and desorption matter less for the values assumed here. With an assumed dimer bond $E_b=0.30$ eV and a break-up rate $6\nu e^{-(E+E_b)/k_BT}$ (two atoms, three outward directions each), break-up on the large surface is slower than growth by a factor of about 1200 at 210 K and 20 at 240 K. In the small box, where atoms reach the island less often, the factors are about 670 and 5, but the two separated atoms almost always meet again before the next one lands. With a desorption barrier of 2.5 eV, evaporation is negligible. Island size matters more. At the final densities above, an island on the large surface holds on average about 15 atoms at 210 K and 32 at 240 K. Such islands capture adatoms sooner than points do, which lowers the natural density: a simulation with compact islands of one site per atom gives about 40% fewer islands at both temperatures, more than the effect of dimer motion with the 0.50 eV barrier. In the small box, replacing the point by a 2 × 2 block in the two-adatom equations multiplies $\varepsilon$ by 0.31. The reduction is expected: a block containing the original site captures every walker at least as early, leaving less time to overlap and less chance to meet.

**Q.** When does the one-island rule itself fail?

**A.** At the low end, a box with no atom or one atom has no island. If the number landed fluctuates as a Poisson variable with mean $\bar M$, a fraction $e^{-\bar M}(1+\bar M)$ of boxes has received fewer than two, so $\theta L^2$ must be well above one. At the high end, the rule fails when $(M-3)\varepsilon$ is no longer small, through a larger box, faster flux, slower diffusion or more coverage.

It also fails if islands dissolve readily. Then the first pair need not survive, and the count depends on bond strength and temperature. Within the irreversible model, lowering $F/h$ at fixed $L$ and $M\ge3$ drives the density to $1/L^2$, whereas enlarging $L$ at fixed $F/h$ and coverage restores the natural density. Which density you measure depends on the box edge compared with the natural spacing. The numerical output lists the values for all three temperatures.

## Computed results

```
constant in kappa: 0.1951
L=8: hops to capture K=97.1, meeting chance p=0.495
L=12: hops to capture K=255.8, meeting chance p=0.495
L=16: hops to capture K=501.7, meeting chance p=0.496
test at h/F=3.0e+05, L=8, M=8 atoms:
  excess simulated 0.0544 +- 0.0046, predicted 0.0513
hop barrier 0.40 eV, attempt rate 1e+13 1/s per direction
site spacing 0.30 nm, flux 0.01 ML/s, coverage 0.125
small box 8 sites = 2.4 nm, large box 96 sites = 28.8 nm
inverse small-box area: 0.01562 per site = 0.1736 per nm2
arrival interval in small box: 1.56 s
T=210 K: h=1.006e+04 1/s, h/F=1.006e+06, D/F=2.514e+05
  capture time in small box 9.655 ms
  large box: N=0.00846 per site = 0.0940 per nm2, rate eq. 0.00860
  natural spacing 3.26 nm, L/spacing=0.74
  small box: 1.0137 islands, 0.1760 per nm2, one island in 98.6 %
  excess predicted 0.0153; M*eps=0.0245, sixth-power estimate 0.0278
  neglected: dimer break-up/growth 8.1e-04, dimer roaming/growth 0.17, desorption/capture 2e-49
T=225 K: h=4.390e+04 1/s, h/F=4.390e+06, D/F=1.097e+06
  capture time in small box 2.212 ms
  large box: N=0.00499 per site = 0.0555 per nm2, rate eq. 0.00541
  natural spacing 4.25 nm, L/spacing=0.57
  small box: 1.0025 islands, 0.1740 per nm2, one island in 99.8 %
  excess predicted 0.0035; M*eps=0.0056, sixth-power estimate 0.0069
T=240 K: h=1.594e+05 1/s, h/F=1.594e+07, D/F=3.984e+06
  capture time in small box 0.609 ms
  large box: N=0.00391 per site = 0.0434 per nm2, rate eq. 0.00360
  natural spacing 4.80 nm, L/spacing=0.50
  small box: 1.0000 islands, 0.1736 per nm2, one island in 100.0 %
  excess predicted 0.0010; M*eps=0.0015, sixth-power estimate 0.0020
  neglected: dimer break-up/growth 4.7e-02, dimer roaming/growth 0.97, desorption/capture 1e-42
d ln N/d ln(h/F): large -0.282, rate eq. -0.315, small -0.0050
barrier inferred by one-third law: large 0.338 eV, small 0.006 eV
assumed: dimer bond 0.30, dimer hop 0.50, desorption 2.5 eV
eps for a 2x2-site island / point island: 0.312
box sweep at T=225 K:
  L=2.4 nm: 1.01 islands, density 0.1748 per nm2, large-box density x area 0.32
  L=3.6 nm: 1.06 islands, density 0.0817 per nm2, large-box density x area 0.72
  L=4.8 nm: 1.40 islands, density 0.0608 per nm2, large-box density x area 1.28
  L=7.2 nm: 3.17 islands, density 0.0611 per nm2, large-box density x area 2.88
  L=9.6 nm: 5.43 islands, density 0.0589 per nm2, large-box density x area 5.11
```
